**Shear constants of a bcc point-ion lattice from Ewald sums**

For point ions of charge $q$ in a rigid uniform background, the program finds $C'=(C_{11}-C_{12})/2=0.02449\,nK/a$, $C_{44}=0.18277\,nK/a$ and a Zener ratio $A=C_{44}/C'=7.46$. Here $n$ is the ion density, $K=q^2/(4\pi\varepsilon_0)$, and $a$ is the radius of a sphere holding one ion's volume. The program asserts that the analytic Ewald sums do not depend on the splitting parameter and that they agree with finite differences of the energies of strained cells. It also asserts agreement with direct sums of a screened interaction extrapolated to zero screening, and the relation $2C'+3C_{44}=-\tfrac23nU$, where $U$ is the lattice energy per ion. Further assertions cover the false negative $C'$ from a strain that changes the volume, the stretches leading to fcc and simple cubic, and the restoring curvature at an ion site. For charge $+e$ and a cubic edge of 0.43 nm, the output gives $C'=0.671$ GPa and $C_{44}=5.01$ GPa. With Thomas–Fermi screening of bare point ions at the same density, $A$ rises to about 17, so the value 7.46 belongs to the rigid background.

## Numerical check

```python
"""Shear constants of a bcc lattice of point ions in a rigid uniform background.

Result under test: C' = (C11-C12)/2 and C44 follow from Ewald sums under
volume-conserving strains exp(t*S), and A = C44/C' is close to 7.5.
Reduced units: length a (ion-sphere radius, 4 pi a^3/3 = volume per ion),
energy K/a with K = q^2/(4 pi eps0), elastic constants n*K/a (n = ion density).
eta is the Ewald splitting parameter; kappa is an inverse screening length.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.special import erf, erfc

VOLUME = 4 * np.pi / 3
EDGE = (2 * VOLUME) ** (1 / 3)
BCC = EDGE / 2 * np.array([[-1., 1, 1], [1, -1, 1], [1, 1, -1]])
FCC = (4 * VOLUME) ** (1 / 3) / 2 * np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
SIMPLE = VOLUME ** (1 / 3) * np.eye(3)
S_PRIME = np.diag([1., -1., 0.])
S_44 = np.array([[0., 1, 0], [1, 0, 0], [0, 0, 0]])

axis = np.arange(-7, 8)
INTS = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
INTS = INTS[np.any(INTS != 0, axis=1)]


def lattice_vectors(cell):
    return INTS @ cell, INTS @ (2 * np.pi * np.linalg.inv(cell).T)


def ewald_energy(cell, eta=1.0):
    """Energy per ion, background and self terms included."""
    volume = abs(np.linalg.det(cell))
    real, recip = lattice_vectors(cell)
    r = np.linalg.norm(real, axis=1)
    g2 = np.sum(recip ** 2, axis=1)
    return 0.5 * (np.sum(erfc(eta * r) / r)
                  + 4 * np.pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
                  - 2 * eta / np.sqrt(np.pi) - np.pi / (eta**2 * volume))


def strain_terms(vectors, r, f_r, f_rr, shear):
    """Second t-derivative of f(|exp(t*shear) v|) at t=0, for every v."""
    sv = vectors @ shear
    vsv = np.sum(vectors * sv, axis=1)
    vssv = np.sum(sv * sv, axis=1)
    return (f_rr - f_r / r) / r**2 * vsv**2 + 2 * f_r / r * vssv


def ewald_shear_terms(shear, eta=1.0):
    """Contributions of each R and each G to the reduced shear constant."""
    real, recip = lattice_vectors(BCC)
    r = np.linalg.norm(real, axis=1)
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r) ** 2)
    f_r = -erfc(eta * r) / r**2 - gauss / r
    f_rr = 2 * erfc(eta * r) / r**3 + gauss * (2 / r**2 + 2 * eta**2)
    k = np.linalg.norm(recip, axis=1)
    g = np.exp(-k**2 / (4 * eta**2)) / k**2
    slope = k / (2 * eta**2) + 2 / k
    g_k = -g * slope
    g_kk = g * (slope**2 - 1 / (2 * eta**2) + 2 / k**2)
    part_r = strain_terms(real, r, f_r, f_rr, shear) / 8
    part_g = 4 * np.pi / VOLUME * strain_terms(recip, k, g_k, g_kk, shear) / 8
    return part_r, part_g


def second_derivative(func, h=0.01):
    return (-func(2*h) + 16*func(h) - 30*func(0.) + 16*func(-h)
            - func(-2*h)) / (12 * h**2)


# Ewald sums and their independence of the splitting parameter
energy = ewald_energy(BCC)
terms_prime = ewald_shear_terms(S_PRIME)
terms_44 = ewald_shear_terms(S_44)
c_prime = sum(part.sum() for part in terms_prime)
c_44 = sum(part.sum() for part in terms_44)
zener = c_44 / c_prime
for eta in (0.8, 1.2):
    assert abs(ewald_energy(BCC, eta) - energy) < 1e-10
    for shear, value in ((S_PRIME, c_prime), (S_44, c_44)):
        other = sum(part.sum() for part in ewald_shear_terms(shear, eta))
        assert abs(other - value) < 1e-10
assert abs(zener - 7.5) < 0.1

# Total energies of really strained cells against the analytic derivatives
for shear, value in ((S_PRIME, c_prime), (S_44, c_44)):
    numeric = second_derivative(lambda t: ewald_energy(BCC @ expm(t * shear))) / 4
    assert abs(numeric - value) < 1e-6

# Direct real-space sum of exp(-kappa R)/R, no Ewald splitting
m = np.arange(-60, 61)
grid = np.array(np.meshgrid(m, m, m, indexing="ij")).reshape(3, -1).T
same_parity = np.all(grid % 2 == grid[:, :1] % 2, axis=1)
grid = grid[same_parity]
BALL = grid * (EDGE / 2)
BALL_R = np.linalg.norm(BALL, axis=1)
keep = (BALL_R > 0) & (BALL_R < 60)
BALL, BALL_R = BALL[keep], BALL_R[keep]


def screened_constant(kappa, shear):
    f = np.exp(-kappa * BALL_R) / BALL_R
    f_r = -f * (kappa + 1 / BALL_R)
    f_rr = f * (kappa**2 + 2 * kappa / BALL_R + 2 / BALL_R**2)
    return strain_terms(BALL, BALL_R, f_r, f_rr, shear).sum() / 8


kappas = np.array([0.5, 0.7, 0.9, 1.1, 1.3])
direct = []
for shear, value in ((S_PRIME, c_prime), (S_44, c_44)):
    samples = [screened_constant(kap, shear) for kap in kappas]
    direct.append(np.polyfit(kappas**2, samples, 4)[-1])
    # remaining error: next power of kappa^2 in the extrapolation
    assert abs(direct[-1] - value) < 1e-5

# Orientation average fixed by the lattice energy alone
assert abs(2 * c_prime + 3 * c_44 + 2 * energy / 3) < 1e-9

# Linear strain 1+t*S changes the volume and spoils the constant
naive = second_derivative(lambda t: ewald_energy(BCC @ (np.eye(3) + t*S_PRIME))) / 4
assert abs(naive - (c_prime + energy / 6)) < 1e-6 and naive < 0

# Fixed-volume stretches along [001] and [111]
stretch_001 = np.diag([-0.5, -0.5, 1.0])
stretch_111 = (np.ones((3, 3)) - np.eye(3)) / 2


def path_energy(s, stretch):
    return ewald_energy(BCC @ expm(s * stretch))


for stretch, value in ((stretch_001, c_prime), (stretch_111, c_44)):
    curvature = second_derivative(lambda s: path_energy(s, stretch))
    assert abs(curvature - 3 * value) < 3e-6
s_fcc, s_simple = np.log(2) / 3, 2 * np.log(2) / 3
energy_fcc, energy_simple = ewald_energy(FCC), ewald_energy(SIMPLE)
assert abs(path_energy(s_fcc, stretch_001) - energy_fcc) < 1e-9
assert abs(path_energy(s_simple, stretch_111) - energy_simple) < 1e-9
barrier = max(path_energy(s, stretch_001) for s in np.linspace(0, s_fcc, 47)) - energy
assert barrier > energy_fcc - energy > 0
assert barrier < 0.05 * (energy_simple - energy)


# Restoring curvature felt by one ion when all others stay fixed
def site_potential(u):
    real, recip = lattice_vectors(BCC)
    shift = np.array([u, 0., 0.])
    r = np.linalg.norm(real - shift, axis=1)
    g2 = np.sum(recip**2, axis=1)
    own = 2 / np.sqrt(np.pi) if u == 0 else erf(abs(u)) / abs(u)
    return (np.sum(erfc(r) / r) - own - np.pi / VOLUME
            + 4 * np.pi / VOLUME * np.sum(np.cos(recip @ shift) * np.exp(-g2/4) / g2))


site_curvature = second_derivative(site_potential)
assert abs(site_curvature - 1) < 1e-5

# Worked example: round parameters, charge +e
edge_m, temperature = 0.43e-9, 300.0
density = 2 / edge_m**3
radius = (3 / (4 * np.pi * density)) ** (1 / 3)
coulomb = sc.e**2 / (4 * np.pi * sc.epsilon_0)
scale_ev = coulomb / radius / sc.e
scale_gpa = density * coulomb / radius / 1e9
fermi = sc.hbar**2 * (3 * np.pi**2 * density) ** (2 / 3) / (2 * sc.m_e)
kappa_a = np.sqrt(6 * np.pi * density * coulomb / fermi) * radius


def electron_density(level):
    return (2 * sc.m_e * level) ** 1.5 / (3 * np.pi**2 * sc.hbar**3)


step = 1e-4 * fermi
dn_de = (electron_density(fermi + step) - electron_density(fermi - step)) / (2 * step)
assert abs(np.sqrt(4 * np.pi * coulomb * dn_de) * radius / kappa_a - 1) < 1e-6
screened_prime = screened_constant(kappa_a, S_PRIME)
screened_44 = screened_constant(kappa_a, S_44)
assert screened_prime < c_prime and screened_44 < c_44
gamma = coulomb / (radius * sc.k * temperature)
rms_bound = np.sqrt(3 / (gamma * site_curvature))
neighbour = np.sqrt(3) / 2 * EDGE

print("Reduced units: length a, energy K/a, stiffness nK/a")
print(f"cubic edge / a                    {EDGE:.5f}")
print(f"lattice energy per ion, bcc       {energy:.6f}")
print(f"lattice energy per ion, fcc       {energy_fcc:.6f}")
print(f"lattice energy per ion, sc        {energy_simple:.6f}")
print("Shell sums at eta*a = 1: count, length, part of c', part of c44")
real, recip = lattice_vectors(BCC)
left_prime, left_44 = c_prime, c_44
for name, vectors, index, unit, shells in (
        ("R", real, 0, EDGE / 2, (3, 4, 8, 11)),
        ("G", recip, 1, 2 * np.pi / EDGE, (2, 4))):
    label = np.rint(np.sum(vectors**2, axis=1) / unit**2).astype(int)
    for shell in shells:
        pick = label == shell
        p1, p2 = terms_prime[index][pick].sum(), terms_44[index][pick].sum()
        left_prime, left_44 = left_prime - p1, left_44 - p2
        print(f"{name} {pick.sum():3d} {unit*np.sqrt(shell):.4f} {p1:10.6f} {p2:10.6f}")
assert max(abs(left_prime), abs(left_44)) < 2e-4
print(f"all further shells {left_prime:10.6f} {left_44:10.6f}")
print(f"c' (Ewald)                        {c_prime:.6f}")
print(f"c44 (Ewald)                       {c_44:.6f}")
print(f"c' (direct sum, kappa to 0)       {direct[0]:.6f}")
print(f"c44 (direct sum, kappa to 0)      {direct[1]:.6f}")
print(f"Zener ratio A                     {zener:.4f}")
print(f"2c' + 3c44                        {2*c_prime + 3*c_44:.6f}")
print(f"-(2/3) lattice energy             {-2*energy/3:.6f}")
print(f"apparent c' from linear strain    {naive:.6f}")
print(f"stretch s, bcc to fcc on [001]    {s_fcc:.5f}")
print(f"stretch s, bcc to sc on [111]     {s_simple:.5f}")
print("Example: charge +e, rough alkali-metal regime")
print(f"cubic edge                        {edge_m*1e9:.3f} nm")
print(f"temperature                       {temperature:.0f} K")
print(f"ion density                       {density*1e-27:.3f} nm^-3")
print(f"ion-sphere radius a               {radius*1e9:.4f} nm")
print(f"energy scale K/a                  {scale_ev:.4f} eV")
print(f"stiffness scale nK/a              {scale_gpa:.3f} GPa")
print(f"C'                                {c_prime*scale_gpa:.4f} GPa")
print(f"C11-C12                           {2*c_prime*scale_gpa:.4f} GPa")
print(f"C44                               {c_44*scale_gpa:.4f} GPa")
print(f"electrostatic pressure            {energy/3*scale_gpa:.3f} GPa")
print(f"fcc minus bcc, per ion            {(energy_fcc-energy)*scale_ev*1e3:.3f} meV")
print(f"barrier bcc to fcc, per ion       {barrier*scale_ev*1e3:.3f} meV")
print(f"sc minus bcc, per ion             {(energy_simple-energy)*scale_ev*1e3:.2f} meV")
print("Neglected effects")
print(f"Fermi energy                      {fermi/sc.e:.3f} eV")
print(f"Thomas-Fermi kappa*a              {kappa_a:.3f}")
print(f"screened C'                       {screened_prime*scale_gpa:.4f} GPa")
print(f"screened C44                      {screened_44*scale_gpa:.4f} GPa")
print(f"screened A                        {screened_44/screened_prime:.2f}")
for kap in (0.5, 1.0):
    ratio = screened_constant(kap, S_44) / screened_constant(kap, S_PRIME)
    print(f"A at kappa*a = {kap:.1f}                {ratio:.3f}")
print(f"coupling Gamma                    {gamma:.1f}")
print(f"rms displacement, lower bound     {rms_bound*radius*1e9:.4f} nm")
print(f"same / neighbour distance         {rms_bound/neighbour:.4f}")
print("all assertions hold")
```

It prints:

```
Reduced units: length a, energy K/a, stiffness nK/a
cubic edge / a                    2.03098
lattice energy per ion, bcc       -0.895929
lattice energy per ion, fcc       -0.895874
lattice energy per ion, sc        -0.880059
Shell sums at eta*a = 1: count, length, part of c', part of c44
R   8 1.7589  -0.077961   0.140674
R   6 2.0310   0.085364  -0.020247
R  12 2.8722   0.000827   0.002277
R  24 3.3680   0.000309   0.000161
G  12 4.3751   0.014828   0.059943
G   6 6.1873   0.001117  -0.000116
all further shells   0.000006   0.000078
c' (Ewald)                        0.024489
c44 (Ewald)                       0.182770
c' (direct sum, kappa to 0)       0.024488
c44 (direct sum, kappa to 0)      0.182769
Zener ratio A                     7.4635
2c' + 3c44                        0.597286
-(2/3) lattice energy             0.597286
apparent c' from linear strain    -0.124833
stretch s, bcc to fcc on [001]    0.23105
stretch s, bcc to sc on [111]     0.46210
Example: charge +e, rough alkali-metal regime
cubic edge                        0.430 nm
temperature                       300 K
ion density                       25.155 nm^-3
ion-sphere radius a               0.2117 nm
energy scale K/a                  6.8013 eV
stiffness scale nK/a              27.411 GPa
C'                                0.6713 GPa
C11-C12                           1.3425 GPa
C44                               5.0099 GPa
electrostatic pressure            -8.186 GPa
fcc minus bcc, per ion            0.378 meV
barrier bcc to fcc, per ion       0.980 meV
sc minus bcc, per ion             107.93 meV
Neglected effects
Fermi energy                      3.131 eV
Thomas-Fermi kappa*a              3.127
screened C'                       0.0432 GPa
screened C44                      0.7442 GPa
screened A                        17.23
A at kappa*a = 0.5                7.605
A at kappa*a = 1.0                8.050
coupling Gamma                    263.1
rms displacement, lower bound     0.0226 nm
same / neighbour distance         0.0607
all assertions hold
```
